# Zitterbewegung of a Free Dirac Electron from the Heisenberg Equations

A free electron is described by the one-particle Dirac Hamiltonian. In atomic units, with \(\hbar=m=1\),

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad E=+\sqrt{c^2p^2+c^4}.
\]

The matrices are Hermitian and satisfy \(\{\alpha_j,\alpha_k\}=2\delta_{jk}\), \(\{\alpha_k,\beta\}=0\) and \(\beta^2=1\), where \(\{A,B\}=AB+BA\). In the momentum representation \(\mathbf r=i\nabla_p\). Heisenberg operators are \(A(t)=e^{iHt}A\,e^{-iHt}\), and an operator written without a time is taken at \(t=0\). There is no external field, so \(\mathbf p\) and \(H\) are constant in time.

**(a) Find the equations of motion of \(\mathbf r\) and \(\boldsymbol\alpha\). Write the second one with \(H\) standing to the left of a single bracket.**

*Solution.* For any wave function \(f(\mathbf p)\),

\[
[H,r_k]f=H\,i\frac{\partial f}{\partial p_k}-i\frac{\partial (Hf)}{\partial p_k}
=-i\frac{\partial H}{\partial p_k}f=-ic\,\alpha_kf .
\]

The Heisenberg equation \(dA/dt=i[H,A]\) therefore gives

\[
\frac{d\mathbf r}{dt}=c\,\boldsymbol\alpha(t).
\]

The velocity operator is \(c\boldsymbol\alpha\), which is not constant, because \(\alpha_k\) does not commute with \(H\). Its anticommutator with \(H\) is simple:

\[
\{H,\alpha_k\}=c\sum_jp_j\{\alpha_j,\alpha_k\}+c^2\{\beta,\alpha_k\}=2cp_k .
\]

Hence \(\alpha_kH=2cp_k-H\alpha_k\), and

\[
\frac{d\alpha_k}{dt}=i(H\alpha_k-\alpha_kH)=i(2H\alpha_k-2cp_k).
\]

To take \(H\) out of the bracket we need its inverse. In \(H^2\) the cross terms contain \(\{\alpha_k,\beta\}=0\), and the remaining terms give \(H^2=c^2p^2+c^4=E^2\). This is never zero, so \(H^{-1}=H/E^2\) exists, and

\[
\frac{d\boldsymbol\alpha}{dt}=2iH\left(\boldsymbol\alpha-c\,\mathbf p\,H^{-1}\right).
\]

On the right \(\boldsymbol\alpha\) is taken at time \(t\). The anticommutator keeps its form at all times, since \(H\) and \(\mathbf p\) are constant.

**(b) Solve for the velocity. What does its constant part mean for each sign of the energy?**

*Solution.* Define the deviation from the constant part,

\[
\boldsymbol\eta=\boldsymbol\alpha-c\,\mathbf p\,H^{-1}.
\]

Since \(\mathbf pH^{-1}\) is constant, \(d\boldsymbol\eta/dt=2iH\boldsymbol\eta\). The constant operator \(H\) stands on the left, so the exponential must stand there too: \(\boldsymbol\eta(t)=e^{2iHt}\boldsymbol\eta\). Therefore

\[
c\,\boldsymbol\alpha(t)=c^2\mathbf p\,H^{-1}+c\,e^{2iHt}\boldsymbol\eta .
\]

The order of factors matters, because

\[
\{H,\eta_k\}=2cp_k-2cp_k=0 .
\]

Moving \(H\) through \(\eta_k\) reverses its sign, so \(e^{2iHt}\eta_k=\eta_ke^{-2iHt}\). This also shows that the oscillating term is Hermitian: its adjoint \(\eta_ke^{-2iHt}\) equals the term itself.

The constant part is an operator. On a positive-energy state \(H=E\), and it equals \(c^2\mathbf p/E\), the relativistic velocity of a particle with momentum \(\mathbf p\). On a negative-energy state \(H=-E\), and the velocity \(-c^2\mathbf p/E\) is opposite to the momentum.

**(c) Integrate once more to obtain the position, and check the result at short times.**

*Solution.* Because \(H\) commutes with itself,

\[
\int_0^te^{2iHs}\,ds=\frac{1}{2i}H^{-1}\left(e^{2iHt}-1\right).
\]

With the definition

\[
\mathbf Z=\frac{c}{2i}H^{-1}\boldsymbol\eta
\]

the position is

\[
\mathbf r(t)=\mathbf r(0)+c^2\mathbf p\,H^{-1}t+\left(e^{2iHt}-1\right)\mathbf Z .
\]

The term \(-\mathbf Z\) comes from the lower limit of the integral and ensures that the displacement vanishes at \(t=0\). To first order in \(t\), \((e^{2iHt}-1)\mathbf Z\approx 2iHt\,\mathbf Z=ct\,\boldsymbol\eta\). The displacement is then \(c^2\mathbf pH^{-1}t+ct\,\boldsymbol\eta=c\boldsymbol\alpha t\), as the first equation of motion requires.

**(d) Find the frequency of the oscillation and the eigenvalues of each component \(Z_k\). Restore \(\hbar\) and \(m\), and find the largest possible amplitude.**

*Solution.* Since \((H/E)^2=1\), the even and odd powers in the exponential series sum to

\[
e^{2iHt}=\cos 2Et+i\frac HE\sin 2Et .
\]

From the definition of \(\mathbf Z\), \(iHZ_k=c\eta_k/2\), so

\[
e^{2iHt}Z_k=Z_k\cos 2Et+\frac{c}{2E}\eta_k\sin 2Et .
\]

At fixed momentum there is one angular frequency, \(2E\), or \(2E/\hbar\) in ordinary units. It is the difference between the energies \(+E\) and \(-E\), divided by \(\hbar\).

For the amplitude, first square \(\eta_k\):

\[
\eta_k^2=\alpha_k^2-cp_k\{\alpha_k,H^{-1}\}+c^2p_k^2H^{-2}.
\]

Here \(\alpha_k^2=1\), \(H^{-2}=1/E^2\), and \(\{\alpha_k,H^{-1}\}=\{\alpha_k,H\}/E^2=2cp_k/E^2\). Thus

\[
\eta_k^2=1-\frac{2c^2p_k^2}{E^2}+\frac{c^2p_k^2}{E^2}=1-\frac{c^2p_k^2}{E^2}.
\]

The inverse \(H^{-1}=H/E^2\) also anticommutes with \(\eta_k\). It follows that \(Z_k\) is Hermitian,

\[
Z_k^\dagger=-\frac{c}{2i}\eta_kH^{-1}=\frac{c}{2i}H^{-1}\eta_k=Z_k ,
\]

and that

\[
Z_k^2=-\frac{c^2}{4}H^{-1}\eta_kH^{-1}\eta_k
=\frac{c^2}{4}H^{-2}\eta_k^2
=\frac{c^2}{4E^2}\left(1-\frac{c^2p_k^2}{E^2}\right).
\]

Because \(HZ_k=-Z_kH\), the operator \(H\) turns an eigenvector of \(Z_k\) into one with the opposite eigenvalue, so both signs occur. In ordinary units, with \(E=\sqrt{c^2p^2+m^2c^4}\), the eigenvalues are

\[
\pm\frac{\hbar c}{2E}\sqrt{1-\frac{c^2p_k^2}{E^2}} .
\]

The same anticommutation gives \(e^{2iHt}Z_k=e^{iHt}Z_ke^{-iHt}\). The oscillating operator thus has these eigenvalues at every time, and they bound the amplitude of its mean value at fixed momentum. An eigenvector of \(Z_k\) reaches the bound.

Across the momentum \(p_k=0\) and the bound is \(\hbar c/2E\). Along the momentum the square root is \(mc^2/E\), and the bound is \(\hbar mc^3/2E^2\). Both fall as the momentum grows. Since \(E\ge mc^2\), the largest amplitude of a component is

\[
\frac{\hbar}{2mc},
\]

reached at \(\mathbf p=0\). For the electron it is 0.0019308 Å, or 0.0036487 bohr. The corresponding quantum \(2mc^2\) is 1 021 998 eV, and the angular frequency is \(1.5527\times10^{21}\ \mathrm{s^{-1}}\).

**(e) Which states show the oscillation in their mean position? Relate \(\mathbf Z\) to the parts of \(\mathbf r\) that connect the two signs of the energy.**

*Solution.* The projectors on the two signs are \(P_\pm=\tfrac12(1\pm H/E)\), with \(HP_\pm=\pm EP_\pm\). Take the commutator from part (a) between them:

\[
P_+[H,r_k]P_-=-ic\,P_+\alpha_kP_-=-ic\,P_+\eta_kP_- .
\]

The last step holds because \(\alpha_k-\eta_k=cp_kH^{-1}\) commutes with the projectors and \(P_+P_-=0\). On the left side \(H\) acts on \(P_+\) in the first term and on \(P_-\) in the second:

\[
P_+[H,r_k]P_-=P_+Er_kP_-+P_+r_kEP_- .
\]

The function \(E(\mathbf p)\) does not commute with \(r_k\), but \(r_kE=Er_k+i\,\partial E/\partial p_k\), and the extra term vanishes between \(P_+\) and \(P_-\). The left side is \(2E\,P_+r_kP_-\), so

\[
P_+r_kP_-=-\frac{ic}{2E}P_+\eta_kP_-=P_+Z_kP_- ,
\]

where the last equality uses \(P_+H^{-1}=P_+/E\). Exchanging the projectors changes the sign of \(E\) on both sides and gives \(P_-r_kP_+=P_-Z_kP_+\). Since \(Z_k\) anticommutes with \(H\), it has no part that preserves the sign of the energy. Hence

\[
\mathbf Z=P_+\mathbf r\,P_-+P_-\mathbf r\,P_+ .
\]

The oscillation is an interference between the positive-energy and negative-energy parts of a state. If one part is absent, the mean values of \(\mathbf Z\) and \(e^{2iHt}\mathbf Z\) both vanish, and

\[
\langle\mathbf r(t)\rangle=\langle\mathbf r(0)\rangle\pm\left\langle\frac{c^2\mathbf p}{E}\right\rangle t .
\]

Such a packet may spread, but its mean position moves uniformly. The length \(\hbar/2mc\) is therefore an upper bound that only suitable mixtures approach, and not an amplitude that every electron state displays.

**(f) Let the momentum lie along \(z\), with \(cp_0=0.75\,mc^2\), and let the initial spinor be \(u=(1,0,1,0)/\sqrt2\) in the standard representation. Find the mean velocity and displacement.**

*Solution.* In this representation \(\beta=\mathrm{diag}(1,1,-1,-1)\), and \(\alpha_z\) has the Pauli matrix \(\sigma_z\) in its off-diagonal blocks. Direct multiplication gives \(\alpha_zu=u\) and \(\langle\beta\rangle=0\), so \(\langle H\rangle=cp\). Returning to atomic units, the means needed in part (b) are

\[
\langle H^{-1}\rangle=\frac{\langle H\rangle}{E^2}=\frac{cp}{E^2},\qquad
\langle\eta_z\rangle=1-\frac{c^2p^2}{E^2}=\frac{c^4}{E^2},
\]

\[
\langle H\eta_z\rangle=\langle H\alpha_z\rangle-cp=\langle H\rangle-cp=0 .
\]

The sine term therefore vanishes. In ordinary units

\[
\frac{\langle v_z(t)\rangle}{c}=\left(\frac{cp}{E}\right)^2+\left(\frac{mc^2}{E}\right)^2\cos\frac{2Et}{\hbar}.
\]

A plane wave cannot be normalized and has no mean position, but a displacement can be defined as the time integral of this velocity:

\[
\Delta z(t)=c\left(\frac{cp}{E}\right)^2t+\frac{\hbar c}{2E}\left(\frac{mc^2}{E}\right)^2\sin\frac{2Et}{\hbar}.
\]

For the given momentum \(E_0/mc^2=\sqrt{1+0.75^2}=1.25\), so \(cp_0/E_0=0.6\) and \(mc^2/E_0=0.8\). The steady velocity is \(0.6^2c=0.36c\), and the oscillating part has amplitude \(0.8^2c=0.64c\). The velocity starts at \(c\) and falls to \(0.36c-0.64c=-0.28c\), although the momentum stays positive.

The steady value follows from the weights of the two energy signs, \(w_\pm=\tfrac12(1\pm\langle H\rangle/E_0)\), which are 0.8 and 0.2. Their velocities are \(\pm0.6c\), and \((0.8-0.2)\times0.6c=0.36c\).

The lengths are

- across the momentum, at most \(\hbar c/2E_0=0.0019308/1.25=0.0015446\) Å;
- along the momentum, at most \(0.8\times0.0015446=0.0012357\) Å;
- in this state, \(0.8^2\times0.0019308/1.25=0.0009886\) Å.

The last value is below the bound along \(z\) by the factor \(mc^2/E_0=0.8\). This factor comes from the mixing. Write a state as \(\sqrt{w_+}\,u_++\sqrt{w_-}\,u_-\) with normalized spinors \(u_\pm\) of energy \(\pm E\). Since \(Z_k\) only connects opposite signs, the mean of \(e^{2iHt}Z_k\) is \(2\sqrt{w_+w_-}\,\mathrm{Re}\,(e^{2iEt/\hbar}u_+^\dagger Z_ku_-)\), and \(|u_+^\dagger Z_ku_-|\) cannot exceed the bound, so the amplitude is at most \(2\sqrt{w_+w_-}\) times the bound. For the spinor \(u\), \(w_\pm=\tfrac12(1\pm cp/E)\) gives \(2\sqrt{w_+w_-}=\sqrt{1-c^2p^2/E^2}=mc^2/E\), so this state reaches that limit at every momentum along \(z\). The quantum \(2E_0\) is 1 277 497 eV, and light travels \(2\pi\times0.0015446=0.009705\) Å in one period.

**(g) Replace the plane wave by the packet \(\psi\propto e^{-z^2/4\sigma^2+ip_0z}u\). How does the velocity oscillation change with time when the momentum spread is small? Use \(\sigma=0.04\) Å.**

*Solution.* Momentum is conserved, so the result of part (f) is averaged over the momentum density. This is a Gaussian about \(p_0\) with standard deviation \(\sigma_p=1/2\sigma\) in atomic units. Write \(p=p_0+q\) and expand the energy to first order, \(E\approx E_0+vq\) with \(v=c^2p_0/E_0\). The factor in front of the cosine is taken at \(p_0\). The part of the cosine odd in \(q\) averages to zero, and for a Gaussian \(\langle\cos aq\rangle=e^{-a^2\sigma_p^2/2}\). With \(a=2vt\),

\[
\langle\cos2Et\rangle\approx\cos(2E_0t)\,e^{-2v^2t^2\sigma_p^2}
=\cos(2E_0t)\,e^{-v^2t^2/2\sigma^2}.
\]

The oscillation dies out because the two energy parts move apart. Their velocities are \(\pm v\), so their separation is \(d=2vt\). Two equal Gaussian amplitudes of this width have the overlap \(e^{-d^2/8\sigma^2}=e^{-v^2t^2/2\sigma^2}\), which is the same factor.

The estimate requires \(\sigma_p\) to be small on the scale over which the prefactor varies, and the neglected phase \(E''\sigma_p^2t/\hbar\) to be small, where \(E''=d^2E/dp^2=m^2c^6/E^3\). Here \(\sigma_p=0.0483\,mc\) and \(E_0''=0.8^3/m=0.512/m\). At \(ct=0.102\) Å, with \(\hbar/mc=2\times0.0019308\) Å, the phase is

\[
0.512\times0.0483^2\times\frac{0.102}{0.0038616}\approx0.03 .
\]

At the turning point \(ct=0.10202\) Å, \(vt/\sigma=0.6\times0.10202/0.04=1.5303\), and the estimated velocity amplitude is \(0.64\,e^{-1.5303^2/2}c\approx0.198c\). Propagation of the packet gives \(0.200c\). At the turning points up to \(ct\approx0.112\) Å the deviation of the height from the estimated amplitude reaches about 1.2%. The relative deviation grows at later times, when the oscillation is already small.

This accuracy refers to the envelope, not to the phase of the cosine. Averaging \(e^{2ivqt}\) times a smooth function of \(q\) over the Gaussian gives the damping factor times the average of that function with \(q\) shifted to \(q+i\sigma_pvt/\sigma\). The prefactor \((mc^2/E)^2\) has logarithmic slope \(-2c^2p_0/E_0^2=-0.96/mc\), which gives a phase \(-0.96\times0.0483\times1.53\approx-0.071\). The curvature term gives \((E''\sigma_p^2t/\hbar)(1-v^2t^2/\sigma^2)\approx0.0315\times(1-1.53^2)\approx-0.042\). Near \(ct=0.102\) Å the oscillation therefore lags \(\cos 2E_0t\) by about 0.11 rad, and between turning points the estimate differs from the true velocity by roughly 12% of the envelope.

The same calculation, with mean positions taken from the position density, follows the two energy parts separately. They move uniformly at \(0.5995c\) and \(-0.5976c\), with no departure above rounding error. These speeds differ slightly from \(0.6c\) because each part contains a range of momenta. The steady part of the velocity of the full packet, the momentum average of \(c\,(cp/E)^2\), is \(0.3596c\). It equals the weighted mean of these two velocities, and it is what remains as the oscillation decays.

These results rest on conserved momentum and on \(H^2=E^2(\mathbf p)\). In an external potential neither holds in general, and the separation into uniform motion and a single-frequency oscillation at each momentum no longer follows. The numerical check also compares the operator solutions of parts (b) and (c) with matrix exponentials and their momentum derivatives, and the eigenvalues of part (d) with direct diagonalization.

## Computed values

```
OPERATOR TESTS (largest deviations)
velocity solution, in units of c: 1.3e-15
position solution, in units of hbar/mc: 6.8e-09
odd part of r, in units of hbar/mc: 6.5e-10
ELECTRON AT REST
rest energy mc^2: 510999.0 eV
oscillation quantum 2mc^2: 1021997.9 eV
angular frequency 2mc^2/hbar: 1.5527e+21 1/s
amplitude hbar/2mc: 0.0019308 angstrom
same amplitude: 0.0036487 bohr
ONE MOMENTUM, alpha_z = +1 AT t = 0
c p0: 383249.2 eV; ratio to mc^2: 0.75
E0: 638748.7 eV; ratio to mc^2: 1.25
oscillation quantum 2E0: 1277497.4 eV
period as c*T: 0.009705 angstrom
group speed c^2 p0/E0: 0.6000 c
largest swing along p: 0.0012357 angstrom
largest swing across p: 0.0015446 angstrom
positive-energy weight: 0.8000
negative-energy weight: 0.2000
mixing factor 2 sqrt(w+ w-): 0.8000
steady velocity: 0.3600 c
velocity oscillation amplitude: 0.6400 c
highest and lowest velocity: 1.0000 c, -0.2800 c
swing in this state: 0.0009886 angstrom
GAUSSIAN PACKET
standard deviation sigma: 0.0400 angstrom
momentum spread 1/(2 sigma): 0.0483 mc
steady mean velocity: 0.35959 c
swing in first period: 0.0009894 angstrom
density mean minus formula, largest: 9.5e-17 angstrom
positive-energy part: weight 0.79957, velocity 0.59953 c
  largest departure from uniform motion: 5.9e-17 angstrom
negative-energy part: weight 0.20043, velocity -0.59761 c
  largest departure from uniform motion: 6.6e-17 angstrom
damping: ct (angstrom), velocity oscillation (c), estimate (c)
  0.00487  0.6387  0.6383
  0.02912  0.5825  0.5818
  0.05337  0.4656  0.4645
  0.07770  0.3263  0.3245
  0.10202  0.2004  0.1984
largest relative error of damping estimate: 0.0120
```
